# Electronic specific heat of heavily doped silicon: a six-valley free-electron estimate

## Result

Let silicon contain $n=3.5\times10^{18}$ donors per cm³, each giving one electron to the conduction band. Treat these electrons as a non-interacting gas that fills six equal valleys. At fixed density and low temperature, their specific heat per volume is

$$
C=\gamma T\left[1-\frac{3\pi^2}{10}\left(\frac{T}{T_F}\right)^2+\dots\right],\qquad
\gamma=\frac{\pi^2}{2}\frac{n k_B^2}{E_F}=\frac{N_v k_B^2 m_d k_F}{3\hbar^2}.
$$

Here $N_v=6$ is the number of valleys, $m_d$ the density-of-states mass of one valley, $k_F$ the Fermi wave number and $E_F=k_BT_F$ the Fermi energy measured from the band edge. The numbers are $T_F\approx 92$ K and

$$
\gamma\approx 2.6\ \mathrm{J\,m^{-3}\,K^{-2}}\quad(\text{about }31\ \mu\mathrm{J\,mol^{-1}\,K^{-2}}).
$$

The molar value is per mole of silicon atoms. The chosen density lies close to the metal-insulator transition of shallow donors in silicon. The result is therefore a free-electron scale, and the later sections estimate how well its assumptions hold.

## From ellipsoids to spheres

Near its minimum, each valley has the energy

$$
E=\frac{\hbar^2}{2}\left(\frac{k_x^2+k_y^2}{m_t}+\frac{k_z^2}{m_l}\right),
$$

with $\mathbf k$ measured from the minimum and $z$ along the valley axis. Define new components by $k_i=\sqrt{m_i/m_d}\,q_i$. Then $E=\hbar^2q^2/(2m_d)$, and the volume element changes by

$$
d^3k=\sqrt{\frac{m_l m_t^2}{m_d^3}}\,d^3q .
$$

The choice $m_d=(m_lm_t^2)^{1/3}$ makes this factor one. For counting states, an ellipsoidal valley is then equivalent to a spherical one of mass $m_d$. The valley number is kept separate from $m_d$.

With two spins and a density $1/(2\pi)^3$ of $k$-points per unit volume, the number of states below the energy that belongs to $q$ is

$$
N_v\cdot2\cdot\frac{1}{(2\pi)^3}\cdot\frac{4\pi q^3}{3}=\frac{N_vq^3}{3\pi^2}.
$$

At zero temperature the gas fills the states up to $q=k_F$, so

$$
k_F=\left(\frac{3\pi^2n}{N_v}\right)^{1/3},\qquad E_F=\frac{\hbar^2k_F^2}{2m_d}.
$$

The number of states grows as $E^{3/2}$. Its derivative at $E_F$ is the density of states for all valleys and both spins,

$$
g(E_F)=\frac{3n}{2E_F}.
$$

## Low-temperature expansion

Measure energies in units of $E_F$: $x=E/E_F$, $\nu=\mu/E_F$, $t=T/T_F$, where $\mu$ is the chemical potential. The density of states at energy $E$ is $g(E_F)\sqrt x$. The conditions for the density $n$ and the energy density $u$ become

$$
1=\frac32 I_{1/2},\qquad \frac{u}{nE_F}=\frac32 I_{3/2},\qquad
I_p=\int_0^\infty\frac{x^p\,dx}{e^{(x-\nu)/t}+1}.
$$

**The general integral.** Integrate by parts, so that the derivative falls on the Fermi function, and set $x=\nu+ty$:

$$
I_p=\frac1{p+1}\int_{-\nu/t}^{\infty}(\nu+ty)^{p+1}w(y)\,dy,\qquad w(y)=\frac{e^{-y}}{(1+e^{-y})^2}.
$$

The weight $w$ is even, has unit area and decays as $e^{-|y|}$. Expand the power about $y=0$ and extend the lower limit to $-\infty$; the tail error is exponentially small in $1/t$. Odd powers of $y$ vanish. For the even ones, use $w=\sum_{l\ge1}(-1)^{l+1}l\,e^{-ly}$ at $y>0$:

$$
\int_{-\infty}^{\infty}y^{2s}w\,dy=2(2s)!\sum_{l\ge1}\frac{(-1)^{l+1}}{l^{2s}} .
$$

The alternating sums are $\pi^2/12$ for $s=1$ and $7\pi^4/720$ for $s=2$, so the moments are $\pi^2/3$ and $7\pi^4/15$. Therefore

$$
I_p=\frac{\nu^{p+1}}{p+1}+\frac{\pi^2}{6}p\,\nu^{p-1}t^2+\frac{7\pi^4}{360}p(p-1)(p-2)\nu^{p-3}t^4+\dots
$$

**The chemical potential.** For $p=1/2$ the density condition reads

$$
1=\nu^{3/2}+\frac{\pi^2}{8}\nu^{-1/2}t^2+\frac{7\pi^4}{640}\nu^{-5/2}t^4+\dots
$$

Insert $\nu=1+at^2+bt^4$. The terms in $t^2$ give $\tfrac32a+\pi^2/8=0$, so $a=-\pi^2/12$. The terms in $t^4$ give

$$
\frac32b+\frac38a^2-\frac{\pi^2}{16}a+\frac{7\pi^4}{640}=0 .
$$

The second and third terms are $\pi^4/384$ and $\pi^4/192$, which add to $\pi^4/128$. Together with the last term they make $3\pi^4/160$, and $b=-\pi^4/80$.

**The energy.** For $p=3/2$,

$$
\frac{u}{nE_F}=\frac35\nu^{5/2}+\frac{3\pi^2}{8}\nu^{1/2}t^2-\frac{7\pi^4}{640}\nu^{-3/2}t^4+\dots
$$

The coefficient of $t^2$ is $\tfrac32a+\tfrac{3\pi^2}{8}=\tfrac{\pi^2}{4}$. The fall of the chemical potential removes one third of the increase that would appear at fixed $\mu$. The coefficient of $t^4$ is

$$
\frac32b+\frac98a^2+\frac{3\pi^2}{16}a-\frac{7\pi^4}{640}
=\pi^4\,\frac{-12+5-10-7}{640}=-\frac{3\pi^4}{80}.
$$

Since $C=du/dT=nk_B\,d(u/nE_F)/dt$,

$$
C=nk_B\left(\frac{\pi^2}{2}t-\frac{3\pi^4}{20}t^3+\dots\right)
=\frac{\pi^2}{2}nk_Bt\left(1-\frac{3\pi^2}{10}t^2+\dots\right).
$$

The leading term gives $\gamma=\pi^2nk_B^2/(2E_F)=(\pi^2/3)k_B^2g(E_F)$. Substituting $n=N_vk_F^3/(3\pi^2)$ and $E_F=\hbar^2k_F^2/(2m_d)$ gives the second form of $\gamma$ stated at the start.

The physical content is simple. Electrons within about $k_BT$ of the Fermi energy can be excited, their number is of order $g(E_F)k_BT$, and each gains about $k_BT$. The energy thus grows as $T^2$ and the specific heat as $T$.

## The numbers

Take rough silicon masses $m_l=0.92\,m$ and $m_t=0.19\,m$, with $m$ the free-electron mass. Then $m_d=0.321\,m$. Each valley holds $5.833\times10^{17}$ electrons per cm³, and

$$
k_F=(3\pi^2\times5.833\times10^{17}\ \mathrm{cm^{-3}})^{1/3}=0.2585\ \mathrm{nm^{-1}} .
$$

With $\hbar^2/(2m)=38.1$ meV nm²,

$$
E_F=\frac{38.1\times(0.2585)^2}{0.3214}\ \mathrm{meV}=7.92\ \mathrm{meV},\qquad T_F=91.9\ \mathrm K.
$$

Finally, with $n=3.5\times10^{24}$ m⁻³,

$$
\gamma=\frac{\pi^2}{2}\frac{nk_B}{T_F}
=\frac{4.935\times3.5\times10^{24}\times1.381\times10^{-23}}{91.9}
\approx2.6\ \mathrm{J\,m^{-3}\,K^{-2}} .
$$

The expansion was tested at 4 K by a direct sum over $k$-points of the ellipsoidal valleys, with $\mu$ found at fixed $n$ and the energy differentiated numerically. The sum gives $C/(\gamma T)=0.9943$; the first correction predicts $1-2.961\,(4/91.9)^2=0.9944$.

At 10 K the sum gives 0.960 and the formula 0.965. At 20 K they give 0.826 and 0.860. The remainder thus grows from about 0.005 to 0.034, a factor of seven. A pure $t^4$ remainder would grow sixteenfold on doubling $T$. Carried further, the expansion adds $-23.9\,t^4-615\,t^6-\dots$ inside the bracket. At 10 K the $t^4$ term accounts for 0.003 of the 0.005. At 20 K it is already 0.054, larger than the whole remainder, and the next terms have the same sign and move the result further from 0.826. The expansion is asymptotic rather than convergent, and at $t\approx0.2$ adding terms beyond $t^4$ no longer improves it. The linear law is good to 1% at 4 K, but it overestimates the model's specific heat by about 20% at 20 K.

## The opposite limit

For $T\gg T_F$ the fugacity $z=e^{\mu/k_BT}$ is small, and the Fermi function is $ze^{-E/k_BT}-z^2e^{-2E/k_BT}+\dots$. Integrating with the density of states $\propto\sqrt E$ gives

$$
n=n_Q\left(z-\frac{z^2}{2^{3/2}}\right),\quad
u=\frac32k_BTn_Q\left(z-\frac{z^2}{2^{5/2}}\right),\quad
n_Q=2N_v\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}.
$$

Dividing $u$ by $n$ and keeping first order in $z\approx n/n_Q$,

$$
u=\frac32nk_BT\left(1+\frac{1}{2^{5/2}}\frac n{n_Q}\right),\qquad
\frac n{n_Q}=\frac{4}{3\sqrt\pi}\,t^{-3/2}.
$$

The correction to $u$ varies as $T\cdot T^{-3/2}=T^{-1/2}$, and its derivative brings a factor $-1/2$. Hence

$$
C=\frac32nk_B\left[1-\frac{1}{6\sqrt{2\pi}}\left(\frac{T_F}{T}\right)^{3/2}+\dots\right].
$$

The extrapolated linear law would reach the classical value $\tfrac32nk_B$ at $T=3T_F/\pi^2\approx28$ K. It must fail before then, because the specific heat at 28 K is still below that value. The classical formula also assumes that all donor electrons remain in parabolic bands.

## Dependence on valleys, density and mass

Inserting $k_F$ into $\gamma$ gives

$$
\gamma=\frac{k_B^2m_d}{3\hbar^2}(3\pi^2n)^{1/3}N_v^{2/3}.
$$

The density enters weakly: a 10% change in $n$ moves $\gamma$ by about 3%. The mass enters linearly. The valley number enters with the power 2/3. If all electrons occupied one valley, with $n$ and $m_d$ held fixed, $\gamma$ would be multiplied by $6^{-2/3}=0.303$ and fall to 0.79 J m⁻³ K⁻².

This comparison bears on the neglected valley-orbit splitting. On an isolated phosphorus donor, the short-range part of the potential mixes the valleys and splits the ground level by roughly 12 meV, about 1.5 times $E_F$. Equal filling of six valleys is therefore an assumption about a metal in which the donor levels have lost their separate identity. The one-valley number shows the sensitivity to that assumption; it does not describe a donor singlet band, whose mass need not be $m_d$.

## The lattice contribution

In the Debye model, $N_{at}$ atoms per volume have the thermal energy

$$
u_{ph}=9N_{at}k_BT\left(\frac T\Theta\right)^3\int_0^{\Theta/T}\frac{x^3dx}{e^x-1}.
$$

For $T\ll\Theta$ the integral tends to $\pi^4/15$. Differentiating the resulting $T^4$ law gives

$$
C_{ph}=\beta T^3,\qquad \beta=\frac{12\pi^4}{5}\frac{N_{at}k_B}{\Theta^3}.
$$

With $N_{at}=5.0\times10^{22}$ cm⁻³ and a rough $\Theta=645$ K, $\beta=0.60$ J m⁻³ K⁻⁴. The lattice and electronic terms are equal at

$$
T=\sqrt{\gamma/\beta}=\sqrt{2.595/0.601}\ \mathrm K\approx2.1\ \mathrm K.
$$

Above this temperature the lattice term is the larger while both low-temperature laws hold. In this model, a plot of $C_{total}/T$ against $T^2$ has intercept $\gamma$ and initial slope $\beta-3\pi^2\gamma/(10T_F^2)$. The electronic part lowers the slope by about $9\times10^{-4}$ J m⁻³ K⁻⁴, or 0.15% of $\beta$.

## Localized spins

Near the transition, some donor electrons may remain localized and carry a free spin one-half. A fraction $f$ of such donors has the spin entropy $fnk_B\ln2$. For the gas, $S=\int_0^T(C/T')\,dT'\approx\gamma T$. The two are equal when

$$
f=\frac{\gamma T}{nk_B\ln2}.
$$

At 1 K this gives

$$
f=\frac{2.595}{3.5\times10^{24}\times1.381\times10^{-23}\times0.693}\approx7.7\%.
$$

If weak couplings between these spins quench their entropy on cooling from 1 K, the spins release as much entropy below 1 K as the whole electron gas does. The associated specific heat need not be linear in $T$, so a straight-line fit could assign part of it to $\gamma$. The comparison keeps the gas at its full density; removing 7.7% of its electrons would lower $\gamma$ by under 3%.

## Disorder and interactions

**Screening.** Let a donor produce the electrostatic potential $\phi$. If it varies slowly and $e\phi$ is small against $E_F$, the local electron density rises by $g(E_F)e\phi$. Poisson's equation in Gaussian units, with relative permittivity $\varepsilon$, becomes

$$
\nabla^2\phi-\kappa^2\phi=-\frac{4\pi e}{\varepsilon}\delta(\mathbf r),\qquad
\kappa^2=\frac{4\pi e^2g(E_F)}{\varepsilon}.
$$

An electron then has the potential energy $-(e^2/\varepsilon r)e^{-\kappa r}$. For $\varepsilon=11.7$ the screening length is $1/\kappa=0.99$ nm.

**Phase shift.** With the effective Bohr radius $a^*=\varepsilon\hbar^2/(m_de^2)=1.93$ nm and an isotropic mass $m_d$, the s-wave radial equation at the Fermi energy is

$$
v''=(W-k_F^2)v,\qquad W=-\frac{2}{a^*r}e^{-\kappa r}.
$$

Write $v'/v=k_F\cot\theta$ with $\theta=k_Fr+\delta(r)$. Differentiation gives $-k_F\theta'/\sin^2\theta=W-k_F^2-k_F^2\cot^2\theta=W-k_F^2/\sin^2\theta$. Hence

$$
\delta'(r)=-\frac{W}{k_F}\sin^2\theta=\frac{2e^{-\kappa r}}{a^*k_Fr}\sin^2(k_Fr+\delta),\qquad\delta(0)=0.
$$

To first order, drop $\delta$ on the right. The integral $J=\int_0^\infty e^{-\kappa r}\sin^2(k_Fr)\,dr/r$ obeys $dJ/dk_F=2k_F/(\kappa^2+4k_F^2)$, so $J=\tfrac14\ln(1+4k_F^2/\kappa^2)$ and

$$
\delta_B=\frac{1}{2k_Fa^*}\ln\left(1+\frac{4k_F^2}{\kappa^2}\right)=0.23 .
$$

Integration of the full phase equation gives $\delta=0.44$, nearly twice as much. First-order scattering theory is therefore poor for this potential.

**Broadening.** Independent donors of density $n$ scatter at the rate $1/\tau=n(\hbar k_F/m_d)\sigma$, where the s-wave cross-section is $\sigma=4\pi\sin^2\delta/k_F^2$. For six valleys $n=2k_F^3/\pi^2$, and

$$
\frac\hbar\tau=\frac8\pi\frac{\hbar^2k_F^2}{m_d}\sin^2\delta=\frac{16}{\pi}E_F\sin^2\delta\approx7.2\ \mathrm{meV}.
$$

This is 0.91 of $E_F$, against 2.1 meV with the first-order phase. The mean free path $\ell=\hbar k_F\tau/m_d$ satisfies $k_F\ell=2E_F\tau/\hbar\approx2.2$. A free-electron description with weak scattering needs $k_F\ell\gg1$, and this estimate does not meet that condition.

The potential behind the value 2.2 screens too much charge. For a donor of charge one that does not mix the valleys, the Friedel sum rule requires $(2N_v/\pi)\sum_l(2l+1)\delta_l=1$. The s-wave phase 0.44 alone gives about 1.7. If the s-wave phase is instead set by the rule, $\delta=\pi/12=0.26$, the broadening is $0.34\,E_F$ and $k_F\ell\approx5.9$. Scattering is then weaker, but the broadening is still a sizeable part of $E_F$. Valley mixing can undo this reduction. If only the symmetric combination of the six valleys scatters, the sum rule gives it the phase $\pi/2$. A state in one valley has weight 1/6 in that combination, so $\sin^2\delta$ in the broadening is replaced by 1/6 and $k_F\ell=3\pi/4\approx2.4$. The sum rule alone therefore does not fix $k_F\ell$.

The estimate from the screened potential is itself crude. It leaves out the anisotropy of the mass, higher partial waves, intervalley scattering, the short-range donor potential and interference between donors. The screened potential varies over 0.99 nm, while $1/k_F=3.9$ nm, so the slow-variation assumption behind $\kappa$ also fails. So does the assumption of a weak potential: at $r=1/\kappa$ the potential energy has the size $e^2\kappa/(\varepsilon\,\mathrm e^{1})\approx46$ meV, where $\mathrm e^{1}=2.72$, well above $E_F$. The estimates suggest that disorder is not a small perturbation; they do not supply a corrected $\gamma$.

**Interactions.** The sphere that holds one electron on average has radius $r_sa^*$, with $r_s=(3/4\pi n)^{1/3}/a^*=2.1$. The Coulomb energy of two electrons at this distance is $e^2/(\varepsilon r_sa^*)\approx30$ meV, nearly four times $E_F$. Interactions are therefore not weak, and a change of the effective mass by them cannot be excluded. Its size and sign are not determined here.

## Beside real doped silicon

For phosphorus in silicon the metal-insulator transition lies roughly at 3 to $4\times10^{18}$ donors per cm³, so the example sits in the transition region. The masses, permittivity and Debye temperature are model inputs chosen near those of silicon; no accuracy is claimed for their third figures. The estimates above speak most clearly against the assumption of independent electrons in a clean crystal; they do not test whether the valleys are equally filled. Under the stated comparisons, complete loss of the valley degeneracy would lower $\gamma$ by a factor of 3.3, and localized spins on 7.7% of the donors would double the electronic entropy at 1 K if the gas term were left unchanged. The value 2.6 J m⁻³ K⁻² is thus a reference against which a measured low-temperature specific heat can be compared, after the lattice term has been subtracted. The numerical output lists the inputs and intermediate values.

## Numbers as computed

```
INPUTS (silicon values are rough)
donor density                   3.50e+18 cm^-3
number of valleys               6
longitudinal mass               0.920 m
transverse mass                 0.190 m
relative permittivity           11.7
lattice constant                0.543 nm
Debye temperature               645 K
isolated valley-orbit splitting 12 meV
FREE-ELECTRON ESTIMATE
density-of-states mass/valley   0.3214 m
electrons per valley            5.833e+17 cm^-3
Fermi wave number               0.2585 nm^-1
Fermi energy                    7.920 meV
Fermi temperature               91.91 K
density of states at EF         6.629e+20 eV^-1 cm^-3
gamma                           2.595 J m^-3 K^-2
gamma per mole of Si            31.27 uJ mol^-1 K^-2
SIZES OF NEGLECTED EFFECTS
C/(gamma T) at    4 K           0.9943
C/(gamma T) at   10 K           0.9601
C/(gamma T) at   20 K           0.8259
gamma with one valley           0.786 J m^-3 K^-2
one-valley / six-valley gamma   0.303
valley-orbit splitting / EF     1.52
atomic density                  4.997e+22 cm^-3
lattice coefficient beta        0.601 J m^-3 K^-4
lattice term equals gamma T at  2.08 K
spin fraction matching S at 1 K 7.75 percent
effective Bohr radius           1.926 nm
interaction parameter r_s       2.12
screening length                0.988 nm
kappa / kF                      3.92
s-wave phase, first order       0.233 rad
s-wave phase, full              0.437 rad
broadening, first-order phase   2.14 meV
broadening, full phase          7.22 meV
full broadening / EF            0.91
kF times mean free path         2.19
```
